# Band-edge parity, Zak phases and surface states of a one-dimensional crystal

Consider an electron in the weak potential $V(x)=2v\cos Gx$, with $G=2\pi/a$ and $a$ the lattice constant. The crystal fills $x>0$; for $x<0$ the potential is a constant $V_0$ above the energies of interest. Hartree atomic units are used throughout. The cut is at an inversion centre: a potential minimum if $v<0$, a maximum if $v>0$.

The lowest gap opens around $E_0=G^2/8$, where the plane waves $e^{\pm iGx/2}$ are degenerate. To leading order in $v$ these two waves suffice. A state inside the gap must decay into the crystal, so we try
$$\psi=e^{-qx}\left(\alpha e^{iGx/2}+\beta e^{-iGx/2}\right),\qquad q>0 .$$
The wave numbers are $\pm G/2+iq$, with kinetic energies $E_0-q^2/2\pm iqG/2$. Writing $\varepsilon=E-E_0+q^2/2$, the Schrödinger equation gives
$$\left(\varepsilon-\tfrac{iqG}{2}\right)\alpha=v\beta,\qquad \left(\varepsilon+\tfrac{iqG}{2}\right)\beta=v\alpha .$$
Multiplying them yields $\varepsilon^2+q^2G^2/4=v^2$. Thus $\beta/\alpha$ has modulus one, and we may set $\alpha=e^{i\delta}$, $\beta=e^{-i\delta}$. Then
$$\psi\propto e^{-qx}\cos\left(\tfrac{Gx}{2}+\delta\right),\qquad \cos2\delta=\frac{\varepsilon}{v},\qquad \sin2\delta=\frac{qG}{2v}.$$
For $|v|\ll E_0$ the logarithmic derivative at the cut is $\psi'(0)/\psi(0)\simeq-(G/2)\tan\delta$, the remaining term $-q$ being smaller by a factor of order $|v|/E_0$ or less.

If $v<0$, the lower edge $\varepsilon=v$ has $\delta=0$: its state is the even function $\cos(Gx/2)$. As the energy rises, $\delta$ goes from $0$ to $-\pi/2$, and the logarithmic derivative from $0$ to $+\infty$. If $v>0$, the lower edge $\varepsilon=-v$ has $\delta=\pi/2$, which is the odd function $\sin(Gx/2)$. Now $\delta$ falls to $0$, and the logarithmic derivative runs from $-\infty$ to $0$. The vacuum solution $e^{\lambda x}$ has $\lambda=\sqrt{2(V_0-E)}>0$. It can be matched when $v<0$ and cannot when $v>0$.

Matching also gives the energy. With $t=|\tan\delta|=2\lambda/G$ and $E\simeq E_0$ in $\lambda$, we have $t^2=(V_0-E_0)/E_0$, hence
$$E-E_0\simeq-|v|\,\frac{1-t^2}{1+t^2}=|v|\left(1-\frac{2E_0}{V_0}\right).$$
The state lies a fraction $1-E_0/V_0$ of the way up the gap. A higher barrier pushes it towards the upper edge.

This dependence on parity does not require a weak potential. Let $V$ be any real, bounded potential with $V(x)=V(-x)=V(x+a)$, kept unchanged up to the cut at $x=0$. Let $c(x)$ and $s(x)$ solve
$$-\tfrac12\psi''+V\psi=E\psi$$
in the infinite crystal, with $c(0)=s'(0)=1$ and $c'(0)=s(0)=0$. Then $c$ is even and $s$ is odd. Below, $c,c',s,s'$ without an argument are values at $x=a$. The matrix
$$T=\begin{pmatrix}c&s\\c'&s'\end{pmatrix},\qquad cs'-c's=1,$$
carries $(\psi,\psi')$ across one cell; its determinant is the conserved Wronskian. It also carries the function $c(x)$ from $-a$ to $0$. By evenness the starting values are $(c,-c')$, and the final values are $(1,0)$, so
$$c^2-sc'=1,\qquad c'(c-s')=0 .$$
Subtracting the Wronskian from the first relation gives $c(c-s')=0$. Since $c$ and $c'$ cannot both vanish, $s'=c$.

The eigenvalues $\mu$ of $T$ therefore obey $\mu^2-2c\mu+1=0$. In a band $\mu=e^{\pm ika}$ and $\cos ka=c$. In a gap $|c|>1$, and one real eigenvalue has $|\mu|<1$. Its solution decays into the crystal; let $L(E)=\psi'(0)/\psi(0)$ be its logarithmic derivative. The eigenvector $(1,L)$ satisfies
$$\mu=c+Ls,\qquad \mu L=c'+Lc .$$
The first equation gives $\mu-c=Ls$, and the second then gives
$$L^2=\frac{c'}{s},\qquad\text{while}\qquad c's=c^2-1 .$$
Inside a gap $c's>0$, so $L$ is finite and nonzero and keeps its sign. At an edge $c^2=1$, so $c'$ or $s$ vanishes. Both vanish only if $T=\pm1$; two Bloch states are then degenerate, two bands touch, and no gap opens there. At an edge of an open gap there are thus two possibilities. If $c'=0$, the edge state is the even function $c(x)$ and $L\to0$. If $s=0$, it is the odd function $s(x)$ and $|L|\to\infty$.

The direction in which $L$ moves follows from differentiating the Schrödinger equation with respect to $E$. With $\chi=\partial\psi/\partial E$,
$$\chi''=2(V-E)\chi-2\psi,\qquad (\psi'\chi-\psi\chi')'=\psi''\chi-\psi\chi''=2\psi^2 .$$
Integrate from $0$ to $\infty$. The upper limit contributes nothing, because $\psi$ decays exponentially and $\chi$ does so up to a factor linear in $x$. At $x=0$, $\psi\chi'-\psi'\chi=\psi^2\,dL/dE$. Therefore
$$\frac{dL}{dE}=\frac{2}{\psi(0)^2}\int_0^\infty\psi^2\,dx>0 .$$

Let $p_n=\pm1$ be the parity, about the cut, of the state at the lower edge of gap $n$, counted from below. If $p_n=+1$, $L$ starts at $0$ and increases. It cannot return to $0$, so it reaches $+\infty$, and the upper edge is odd. If $p_n=-1$, $L$ starts at infinite magnitude; since it increases, it starts at $-\infty$. It cannot cross zero inside the gap, so it ends at $0$, and the upper edge is even. The two edges of an open gap have opposite parity.

On the vacuum side let the potential be a finite $W(x)$, nowhere below the top of the gap and tending to a vacuum level above it. The decaying solution $\varphi$ obeys
$$\varphi(0)\varphi'(0)=\int_{-\infty}^0\left[\varphi'^2+2(W-E)\varphi^2\right]dx>0,$$
so $\lambda=\varphi'(0)/\varphi(0)$ is finite and positive. The differentiation used for $L$, now integrated from $-\infty$ to $0$, gives $d\lambda/dE=-2\int_{-\infty}^0\varphi^2dx/\varphi(0)^2<0$.

A surface state requires $\psi$ and $\psi'$ to be continuous at the cut, that is $L(E)=\lambda(E)$. The difference $L-\lambda$ increases with energy. For $p_n=+1$ it rises from a negative value to $+\infty$ and vanishes once. For $p_n=-1$, $L<0<\lambda$ and there is no solution. Hence
$$\boxed{\text{gap }n\text{ holds one surface state if }p_n=+1,\text{ and none if }p_n=-1.}$$
The barrier's shape moves the state within the gap but does not change this count while the condition on $W$ holds.

The parities can also be read from the bands as a whole. For this we need the order of the edges. A given energy in a band fixes $\cos ka$, hence a single $k$ between $0$ and $\pi/a$, so each band is monotonic there. The lowest state $u_0$ is periodic and nodeless: $|u_0|$ has the same energy and is also a minimizer, and a zero would make both its value and its slope vanish. For any other Bloch function $\psi=u_0f$, integration by parts over a cell gives
$$\int\left(\tfrac12|\psi'|^2+V|\psi|^2-E_{\min}|\psi|^2\right)dx=\tfrac12\int u_0^2|f'|^2dx>0 ,$$
where $E_{\min}$ is the energy of $u_0$. The first band therefore begins at $k=0$, with a nondegenerate state that is even because $u_0(0)\neq0$. It ends at $k=\pi/a$, where $c=-1$. Throughout gap 1 $c<-1$, so the second band also starts at $\pi/a$, and it ends at $0$. Odd gaps lie at $\pi/a$, even gaps at $0$. Below the first band $L$ rises to $0$ and is negative, so no surface state lies there.

Write $\psi_k=e^{ikx}u_k$, with $u_k$ normalized over a cell, and choose phases that are smooth in $k$ and satisfy $\psi_{k+G}=\psi_k$. The Zak phase of an isolated band, with origin at the cut, is
$$\theta=\int_{-\pi/a}^{\pi/a}A(k)\,dk,\qquad A(k)=i\langle u_k|\partial_ku_k\rangle,$$
defined modulo $2\pi$. Inversion maps $k$ to $-k$, so $\psi_k(-x)=e^{i\phi(k)}\psi_{-k}(x)$, or $u_{-k}(x)=e^{-i\phi(k)}u_k(-x)$. Differentiating the latter with respect to $k$ changes the sign of the derivative on its left side, and
$$A(-k)=-i\left[-i\phi'(k)+\langle u_k|\partial_ku_k\rangle\right]=-\phi'(k)-A(k).$$
Folding the integral onto positive $k$ gives
$$\theta=\int_0^{\pi/a}\left[A(k)+A(-k)\right]dk=\phi(0)-\phi(\pi/a).$$
At $k=0$, $e^{i\phi}$ is the parity $P(0)$. At $k=\pi/a$ the gauge makes $\psi_{-k}=\psi_k$, so $e^{i\phi}$ is the parity $P(\pi/a)$. Both are $\pm1$, hence
$$e^{i\theta}=P(0)P(\pi/a),$$
and $\theta$ is $0$ or $\pi$.

Suppose gaps $1$ to $n$ are open. Band $m$ has parity $b_m$ at its bottom and $p_m$ at its top, with $b_1=+1$ and $b_{m+1}=-p_m$. Thus
$$\prod_{m=1}^n e^{i\theta_m}=b_1\left[\prod_{m=1}^{n-1}p_mb_{m+1}\right]p_n=(-1)^{n-1}p_n .$$
A surface state exists in gap $n$ when
$$\frac1\pi\sum_{m=1}^n\theta_m\equiv n-1\pmod 2 .$$
The sum is needed because one Zak phase compares the two ends of one band; the chain must start from the known parity of the lowest state. The parity criterion itself needs only gap $n$ to be open.

The result belongs to a chosen cut. About the other inversion centre, $x=a/2$, a Bloch state of parity $P$ obeys $\psi(a-x)=e^{ika}\psi(-x)=e^{ika}P\psi(x)$. Parities at $k=0$ stay and those at $\pi/a$ reverse, so each $\theta_m$ changes by $\pi$. For an odd gap, one of the two cuts gives a surface state and the other does not. For an even gap the two cuts agree.

For a numerical case take $V=2\sum_{j=1}^3v_j\cos jGx$ with $a=8$ bohr, $v_1=-0.05$, $v_3=0.04$ and a step to $V_0=1$ hartree. Crystal A has $v_2=-0.05$, crystal B has $v_2=+0.05$ hartree. Diagonalization in 25 plane waves gives the edges and parities, and products of overlaps between neighbouring $k$ points give the Zak phases. Integrating the Schrödinger equation over a cell gives $L$; solving $L=\lambda$ gives the surface energies.

| Crystal, cut | $\theta_{1,2,3}/\pi$ | $p_{1,2,3}$ | Surface states (hartree) |
|---|---|---|---|
| A, $0$ | 0, 1, 0 | $+,+,-$ | 0.110, 0.312 |
| A, $a/2$ | 1, 0, 1 | $-,+,+$ | 0.332, 0.680 |
| B, $0$ | 0, 0, 1 | $+,-,-$ | 0.092 |
| B, $a/2$ | 1, 1, 0 | $-,-,+$ | 0.694 |

For A cut at $0$ the cumulative sums are $0,1,1$ modulo 2, while a state requires $0,1,0$: gaps 1 and 2 are occupied by surface states, gap 3 is not. A finite-difference calculation for a slab of 40 cells, with two equal surfaces, finds two levels in each gap where the table lists a state and none in the others. This count leaves out the outer 2% of each gap at either edge. The slab and matched energies agree to about $10^{-5}$ hartree.

The lowest surface state of A, at 0.11045 hartree (3.0 eV), lies in a gap from 0.01280 to 0.12223 hartree, a fraction $0.09765/0.10943=0.89$ of the way up. The weak-potential estimate, with $E_0=0.0771$ hartree, is $1-0.0771=0.92$. For B the fraction is 0.81. The estimate assumes a single weak harmonic, whereas here $|v_1|/E_0=0.65$ and $v_2$, $v_3$ are comparable to $v_1$. A and B differ only in the sign of $v_2$, which the estimate does not contain, so that sign is what separates their fractions. The amplitude of the state in A is multiplied by $-0.542$ per cell. The sign belongs to a gap at $k=\pi/a$, and the decay length of the amplitude is $8/|\ln0.542|\simeq13$ bohr.

Between A and B gap 2 closes, at $v_2=-0.0123$ hartree. The closing is not at $v_2=0$ because the other components also act on the pair $e^{\pm iGx}$. To second order, the even combination is raised by $2v_1^2/(G^2/2)$ through the constant wave, and the even and odd combinations are lowered by $(v_1\pm v_3)^2/(3G^2/2)$ through $e^{\pm2iGx}$. The couplings to $e^{\pm3iGx}$ through $v_2$ and to $e^{\pm4iGx}$ through $v_3$ lower both combinations equally and cancel. Equating
$$v_2+\frac{4v_1^2}{G^2}-\frac{2(v_1+v_3)^2}{3G^2}=-v_2-\frac{2(v_1-v_3)^2}{3G^2}$$
gives
$$v_2=-\frac{2v_1^2}{G^2}+\frac{4v_1v_3}{3G^2}=-0.0081-0.0043=-0.0124\ \text{hartree}.$$
When the gap reopens, its edge parities are exchanged. Both $\theta_2$ and $\theta_3$ change by $\pi$, and the surface state in gap 2 is lost. The sum $\theta_1+\theta_2+\theta_3$ is unchanged modulo $2\pi$, and so is the answer in gap 3, although $\theta_3$ itself has changed.

The condition on the barrier is essential. A hard wall corresponds to $\lambda\to\infty$, which $L$ does not reach inside a gap, so all these surface states disappear into the upper edges. An attractive surface layer also violates the condition, and it can add a state. Put $W=0$ in a layer of width $w=2$ bohr between crystal B, cut at $0$, and the vacuum. With $q=\sqrt{2E}$ and $\kappa=\sqrt{2(V_0-E)}$, the solution in the layer is $\cos[q(x+w)-\alpha]$ with $\tan\alpha=\kappa/q$, so that
$$\lambda=-q\tan(qw-\alpha).$$
The slab calculation now finds a level at 0.336 hartree in gap 2, although $p_2=-1$. There $q=0.820$, $\kappa=1.152$ and $\alpha=0.952$, so $\lambda=-0.820\tan(0.688)\simeq-0.67$ per bohr. The layer has turned the logarithmic derivative negative, which allows it to meet the negative $L$. Such a state is due to the surface layer and is not predicted by the bulk parities. A layer can also remove a state: where $p_n=+1$, $L$ is positive, and a $\lambda$ that is negative throughout the gap cannot meet it. For B cut at $a/2$ and $w=1.5$ bohr the formula gives $\lambda$ between $-2.4$ and $-3.9$ per bohr across gap 3, and the state at 0.694 hartree is gone. A barrier that rises continuously from the crystal value $V(0)$, as barriers at real surfaces do, also lies below these gaps near the cut and falls outside the condition. With $W=V_0+[V(0)-V_0]e^{-x^2/b^2}$ and $b=1$ bohr, A cut at $0$ acquires a state in gap 3, where $p_3=-1$. The boxed rule is guaranteed only when $W$ lies at or above the top of the gap right up to the cut; for other barriers the matching $L=\lambda$ must be solved.

Inversion symmetry is equally necessary. For $v_1=-0.05$, $v_2=0.05i$ hartree and $v_3=0$, with the conjugate coefficients at $-jG$, the potential is $-0.1\cos Gx-0.1\sin2Gx$ and has no inversion centre. With origin at $x=0$ the Zak phase of its first band is $0.053\pi$. That value alone does not reveal the missing symmetry: moving the origin by $x_0$ multiplies $u_k$ by $e^{ikx_0}$ and changes every Zak phase by $-2\pi x_0/a$, in a symmetric crystal too. What is lost is any cut about which the potential is even. The edge states have no parity to fix $L$ at $0$ or infinity, and the bulk criterion no longer decides whether a given barrier binds a state.
